# Direct perturbation theory and the Pauli energy for two electrons

Take the helium wave function $e^{-\zeta(r_1+r_2)}$ with its best exponent, $\zeta=1.6875$. One formula for the leading relativistic correction gives $-2.027$, another gives $-1.126$, both in units of $\alpha^2$ hartree. With 50 correlated functions the two give $-2.482$ and $-2.478$. The formulas agree for the exact wave function, and the theorem below says by how much they differ for any other regular singlet function.

## Setting

Atomic units are used, with electron mass 1, $c=1/\alpha$, and a fixed point nucleus of charge $Z$. Let

$$V=-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_{12}},\qquad T=\tfrac12(p_1^2+p_2^2),\qquad s_i=\boldsymbol\sigma_i\cdot\mathbf p_i .$$

Then $s_i^2=p_i^2$, and $s_1,s_2$ commute. The Dirac-Coulomb operator, with rest energy removed, is $\sum_i[c\,\boldsymbol\alpha_i\cdot\mathbf p_i+(\beta_i-1)c^2]+V$. Its energy $\mathcal E$ is expanded formally, $\mathcal E=E+c^{-2}E_2+\dots$, for a nondegenerate level. Whether the operator has a true bound state at finite $c$ is a separate question, not treated here.

**Regularity.** Wave functions decay exponentially and are smooth away from coalescences. At distance $d$ from a two-particle coalescence, first derivatives are bounded, second derivatives are $O(1/d)$ and third derivatives $O(1/d^2)$. Terms linear in $r_1$, $r_2$ or $r_{12}$ are thus allowed. Surface terms from the triple coalescence are assumed to vanish, as are those of the first-order corrections used in part (a).

## Theorem

(a) If $(T+V)\Phi=E\Phi$ and $\|\Phi\|=1$, then

$$E_2=\tfrac14\sum_i\langle s_i\Phi|V-E|s_i\Phi\rangle+\tfrac14\|s_1s_2\Phi\|^2 .\tag{1}$$

(b) Let $\Phi=\psi\chi$ be any normalised regular function, with $\psi$ real and symmetric and $\chi$ the singlet spin function. Put $E=\langle T+V\rangle$ and let $E_2$ now denote the right side of (1). Define

$$P_2=-\tfrac18\sum_i\|p_i^2\Phi\|^2+\tfrac{\pi Z}2\sum_i\langle\delta(\mathbf r_i)\rangle-\pi\langle\delta(\mathbf r_{12})\rangle .\tag{2}$$

Then

$$E_2-P_2=\tfrac12\langle T\Phi|R\rangle,\qquad R=(T+V-E)\Phi .\tag{3}$$

For an exact singlet eigenfunction of this kind $R=0$, and direct perturbation theory (1) equals the Pauli expression (2).

## Proof of (a)

Each electron has an upper and a lower component. Write the four blocks as $\Phi,\ X_1/c,\ X_2/c,\ Y/c^2$, where $X_i$ has electron $i$ in its lower component and $Y$ has both. After common powers of $c$ are divided out, the Dirac-Coulomb equation reads

$$\begin{aligned}
(V-\mathcal E)\Phi+s_1X_1+s_2X_2&=0,\\
s_1\Phi-2X_1+c^{-2}[(V-\mathcal E)X_1+s_2Y]&=0,\\
s_2\Phi-2X_2+c^{-2}[(V-\mathcal E)X_2+s_1Y]&=0,\\
s_2X_1+s_1X_2-4Y+c^{-2}(V-\mathcal E)Y&=0 .
\end{aligned}$$

The numbers 2 and 4 come from the rest-energy shifts $-2c^2$ and $-4c^2$. At $c\to\infty$ the last three rows give

$$X_i=\tfrac12s_i\Phi,\qquad Y=\tfrac14(s_2X_1+s_1X_2)=\tfrac14s_1s_2\Phi ,$$

and the first becomes $(V-E)\Phi+\frac12(s_1^2+s_2^2)\Phi=0$, the Schrödinger equation.

Let primes mark the coefficients of $c^{-2}$ in the blocks. At this order the first three rows are

$$(V-E)\Phi'+s_1X_1'+s_2X_2'=E_2\Phi,$$
$$s_1\Phi'-2X_1'+(V-E)X_1+s_2Y=0,$$

and the second of these with 1 and 2 exchanged. Take the inner products of the three rows with $\Phi$, $X_1$, $X_2$ and add. The primed terms collect into

$$\langle(V-E)\Phi+s_1X_1+s_2X_2|\Phi'\rangle+\sum_i\langle s_i\Phi-2X_i|X_i'\rangle=0,$$

because both left-hand factors vanish at zeroth order. What remains is

$$E_2=\sum_i\langle X_i|V-E|X_i\rangle+\langle X_1|s_2Y\rangle+\langle X_2|s_1Y\rangle .$$

The last two terms equal $\langle s_2X_1+s_1X_2|Y\rangle=4\|Y\|^2=\frac14\|s_1s_2\Phi\|^2$. Inserting $X_i=\frac12s_i\Phi$ gives (1). $\square$

**Remark 1: why the second term is needed.** Drop $1/r_{12}$, so that $\psi\propto e^{-Z(r_1+r_2)}$ and $E=-Z^2$. Here $|\nabla_i\psi|^2=Z^2\psi^2$ and $\langle V-E\rangle=-2Z^2+Z^2=-Z^2$. The first term of (1) is $\frac14\cdot2\cdot Z^2(-Z^2)=-Z^4/2$. The second is $\frac14\langle p_1^2\rangle\langle p_2^2\rangle=Z^4/4$. Their sum, $-Z^4/4$, is twice the one-electron value $-Z^4/8$ found by expanding $c^2(\sqrt{1-Z^2/c^2}-1)$. For $Z=2$ this reads $-8+4=-4$.

**Remark 2: finite bases.** Let $\Phi$ be a Ritz function in a basis $\{\varphi_a\}$. Let $X_i$ be expanded in $s_i\varphi_a$ and $Y$ in $s_1s_2\varphi_a$, which is kinetic balance. Then $\frac12s_i\Phi$ and $\frac14s_1s_2\Phi$ lie in these spaces, so they still solve the projected zeroth-order equations. The primed functions lie there too, so the primed terms still cancel. Thus (1), with the Ritz energy, is the $c^{-2}$ coefficient of the matrix eigenvalue, provided all matrix elements are finite. For a three-function helium basis, diagonalisation at large $c$ gives $-2.19476$, as does (1), while (2) gives $-1.65009$. The potential between doubly small functions was left out there. When its matrix elements are finite, it first enters at $c^{-4}$. This basis contains $r_{12}$, however, and one of the elements is infinite, so here the omission is part of the definition of the matrix.

That omitted term also marks a limit of the expansion. A term linear in $r_{12}$ makes $Y$ behave as $1/r_{12}$, so $\langle Y|1/r_{12}|Y\rangle$ contains $\int r^2\,dr\,r^{-3}$ and diverges logarithmically. In a finite balanced basis with such terms all other matrix elements are finite, so nothing cancels it. Suppose the integral is cut off at a small $r_{12}$. With the cutoff fixed, (1) is still the $c^{-2}$ coefficient, but the $c^{-4}$ coefficient grows without bound as the cutoff shrinks. If instead the cutoff is removed first, at fixed $c$, functions that behave as $1/r_{12}$ are shut out of $Y$, and even the $c^{-2}$ coefficient changes. The two limits can't be exchanged.

## Two lemmas

**Lemma 1.** For $\Phi=\psi\chi$ as in (b) and a real function $f$ of position, $\langle s_i\Phi|f|s_i\Phi\rangle=\int f|\nabla_i\psi|^2$.

*Proof.* The left side is $\int f\,\partial_k\psi\,\partial_l\psi\,\langle\sigma_k\sigma_l\rangle$, with derivatives and spin of electron $i$. Since $\sigma_k\sigma_l=\delta_{kl}+i\varepsilon_{klm}\sigma_m$ and a singlet has $\langle\sigma_m\rangle=0$, only $\delta_{kl}$ survives. There is no spin-orbit contribution. $\square$

**Lemma 2.** $\|s_1s_2\Phi\|^2=\langle p_1^2\Phi|p_2^2\Phi\rangle$.

*Proof.* Put $F=s_2\Phi$, which is bounded. Cut out $r_{12}<\epsilon$ and move one $s_1$ across:

$$\langle s_1F|s_1F\rangle=\langle F|s_1^2F\rangle+\text{surface term}.$$

The surface has area $O(\epsilon^2)$ and the integrand on it is $F\cdot s_1F=O(1/\epsilon)$, so the surface term vanishes as $\epsilon\to0$. Outside the cut, $s_1^2F=s_2p_1^2\Phi$. Moving $s_2$ across leaves a surface integrand $F\cdot p_1^2\Phi=O(1/\epsilon)$, which vanishes likewise. The result is $\langle s_2F|p_1^2\Phi\rangle=\langle p_2^2\Phi|p_1^2\Phi\rangle$, which is real here. At the nuclear coalescences the surface integrands grow no faster than $1/\epsilon$, so they contribute nothing either. $\square$

## Proof of (b)

From $\nabla_i^2\psi^2=2|\nabla_i\psi|^2+2\psi\nabla_i^2\psi$ it follows that

$$|\nabla_i\psi|^2=\tfrac12\nabla_i^2\psi^2-\psi\nabla_i^2\psi .$$

Multiply by $V-E$, integrate, and shift the Laplacian of $\psi^2$ onto $V$. The constant $E$ gives nothing in that term. Summing over electrons with $\sum_i\nabla_i^2\psi=-2T\psi$,

$$\tfrac14\sum_i\int(V-E)|\nabla_i\psi|^2=\tfrac18\sum_i\int\psi^2\,\nabla_i^2V+\tfrac12\int(V-E)\psi\,T\psi .\tag{4}$$

By Poisson's equation, $\nabla_1^2V=4\pi Z\delta(\mathbf r_1)-4\pi\delta(\mathbf r_{12})$, and similarly for electron 2. The first term on the right of (4) is therefore

$$\tfrac{\pi Z}2\sum_i\langle\delta(\mathbf r_i)\rangle-\pi\langle\delta(\mathbf r_{12})\rangle .$$

This is where the deltas enter: they are produced by the rearrangement. In the second term use $(V-E)\Phi=R-T\Phi$:

$$\tfrac12\langle T\Phi|R\rangle-\tfrac12\|T\Phi\|^2
=\tfrac12\langle T\Phi|R\rangle-\tfrac18\sum_i\|p_i^2\Phi\|^2-\tfrac14\langle p_1^2\Phi|p_2^2\Phi\rangle .$$

By Lemma 2 the last term cancels $\frac14\|s_1s_2\Phi\|^2$ in (1). What is left is $P_2+\frac12\langle T\Phi|R\rangle$. $\square$

**Remark 3: what has been avoided.** Expression (1) needs integrals over all space. Their worst singularities are $1/r$ times squared gradients, and $1/r_{12}^2$ from $|s_1s_2\Phi|^2$; both are integrable. Expression (2) needs values of $\psi$ on the coalescence sets, which have zero volume.

Sensitivity to short distances remains, however. Add to $\psi$ a bump of fixed height and width $\epsilon$ in $r_{12}$. The norm of the change squared scales as $\epsilon^3$ and its kinetic energy as $\epsilon^{-2}\epsilon^3=\epsilon$, so the energy barely notices. Yet $\int|\nabla\psi|^2/r_{12}$ changes by $\epsilon^{-1}\epsilon^{-2}\epsilon^3=O(1)$, and the doubly small term by $\epsilon^{-4}\epsilon^3=\epsilon^{-1}$. A good energy alone guarantees neither (1) nor (2).

## The opening numbers, by hand

Let $\psi\propto e^{-\zeta(r_1+r_2)}$, $\zeta=Z-\frac5{16}$ and $S=1/r_1+1/r_2$. Then

$$T\psi=(-\zeta^2+\zeta S)\psi,\qquad R=\left[-\zeta^2-E+(\zeta-Z)S+\frac1{r_{12}}\right]\psi .$$

One electron's charge cloud has the potential $\phi(r)=1/r-e^{-2\zeta r}(1/r+\zeta)$. Hence

$$\left\langle\frac1{r_{12}}\right\rangle=4\zeta^3\!\int_0^\infty\! r^2e^{-2\zeta r}\phi\,dr=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac1{32\zeta^2}\right]=\frac{5\zeta}8 ,$$

$$\left\langle\frac S{r_{12}}\right\rangle=8\zeta^3\!\int_0^\infty\! re^{-2\zeta r}\phi\,dr=8\zeta^3\left[\frac1{2\zeta}-\frac1{4\zeta}-\frac1{16\zeta}\right]=\frac{3\zeta^2}2 .$$

The energy is $E=\zeta^2-2Z\zeta+\frac58\zeta=-\zeta^2$, so the constant in $R$ vanishes. Since $E$ is the mean energy, $\langle\psi|R\rangle=0$, and only $\zeta S$ in $T\psi$ contributes. With $\langle1/r\rangle=\zeta$ and $\langle1/r^2\rangle=2\zeta^2$, $\langle S^2\rangle=4\zeta^2+2\zeta^2=6\zeta^2$. Therefore

$$E_2-P_2=\tfrac12\zeta\left[-\tfrac5{16}\cdot6\zeta^2+\tfrac32\zeta^2\right]=-\tfrac3{16}\zeta^3 .$$

For helium this is $-0.1875\times1.6875^3=-0.901$, the whole discrepancy.

## Adding the Breit interaction

Let $\mathbf r=\mathbf r_1-\mathbf r_2$ and $T_{ij}=\delta_{ij}/r_{12}+r_ir_j/r_{12}^3$. The Breit operator exchanges upper and lower components of both electrons, with spin factor $b=-\frac12\sigma_{1i}\sigma_{2j}T_{ij}$. Its expectation value at order $c^{-2}$ is $2\mathrm{Re}\langle\Phi|bY\rangle+2\mathrm{Re}\langle X_1|bX_2\rangle$, or

$$E_B=\tfrac12\mathrm{Re}\langle\Phi|b\,s_1s_2\Phi\rangle+\tfrac12\mathrm{Re}\langle s_1\Phi|b|s_2\Phi\rangle .\tag{5}$$

**Proposition.** For $\Phi$ as in (b), exact or not, $E_B=\langle H_{oo}\rangle+2\pi\langle\delta(\mathbf r_{12})\rangle$, where $H_{oo}=-\frac12p_{1i}T_{ij}p_{2j}$ is the orbit-orbit operator.

*Proof.* In the singlet $\langle\sigma_{1m}\sigma_{2n}\rangle=-\delta_{mn}$, so

$$\langle\sigma_{1a}\sigma_{1b}\sigma_{2c}\sigma_{2d}\rangle=\delta_{ab}\delta_{cd}+\varepsilon_{abm}\varepsilon_{cdm}=\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}-\delta_{ad}\delta_{bc}.\tag{6}$$

Write $D_{kl}=\partial_{1k}\partial_{2l}\psi$, so $p_{1k}p_{2l}\psi=-D_{kl}$. By (6), with $T_{ij}$ symmetric and $T_{ii}=4/r_{12}$, the first term of (5) is

$$\tfrac14\int\psi\,[T_{ij}D_{ij}+T_{ii}D_{kk}-T_{ij}D_{ji}]=\int\frac{\psi\,\nabla_1\!\cdot\!\nabla_2\psi}{r_{12}} .$$

The second term is

$$-\tfrac14\int\left[2\,\partial_{1i}\psi\,T_{ij}\,\partial_{2j}\psi-\frac4{r_{12}}\nabla_1\psi\cdot\nabla_2\psi\right].$$

Its first part is $\langle H_{oo}\rangle$. The remaining pieces combine through $\psi\nabla_1\!\cdot\!\nabla_2\psi+\nabla_1\psi\cdot\nabla_2\psi=\frac12\nabla_1\!\cdot\!\nabla_2\psi^2$. Two integrations by parts and $\nabla_1\!\cdot\!\nabla_2(1/r_{12})=4\pi\delta(\mathbf r_{12})$ give $2\pi\langle\delta(\mathbf r_{12})\rangle$. $\square$

**Remark 4: first order only.** The operator $b$ represents the exchange of one transverse photon with retardation neglected, and is used here as a first-order expectation value. If it were put into the eigenvalue equation, the fourth row would gain $b\Phi$ and $Y$ would become $\frac14(s_1s_2\Phi+b\Phi)$. Then $4\|Y\|^2$ would contain the extra term $\frac14\|b\Phi\|^2$. By (6) it equals $\frac1{16}\langle T_{ij}T_{ij}+(T_{ii})^2-T_{ij}T_{ji}\rangle=\langle1/r_{12}^2\rangle$. In the 50-function helium basis below, this spurious term is 1.465, nearly three times $E_B=0.531$, and it carries the same power of $c$.

## Helium in finite bases

The basis functions are $e^{-\zeta s}s^lt^{2m}r_{12}^n$, with $s=r_1+r_2$, $t=r_1-r_2$ and $l+2m+n\le\Omega$. Coefficients of $c^{-2}$ are in $\alpha^2$ hartree.

| basis | size | $E_2$ | $P_2$ | $E_2-P_2$ |
|---|---:|---:|---:|---:|
| $\Omega=0$ | 1 | $-2.0273$ | $-1.1263$ | $-0.9010$ |
| $\Omega=2$ | 7 | $-2.5064$ | $-2.5223$ | $0.0159$ |
| $\Omega=4$ | 22 | $-2.4832$ | $-2.4745$ | $-0.0087$ |
| $\Omega=6$ | 50 | $-2.4817$ | $-2.4776$ | $-0.0041$ |
| no $r_{12}$, $\Omega=8$ | 25 | $-2.5522$ | $-2.5591$ | $0.0069$ |

Identity (3) was tested for every row, with the deltas taken from point values of $\psi$ and the rest from quadrature. For $\Omega=6$, (1) is $-4.2639+1.7822=-2.4817$, while (2) is $-13.5139+11.3716-0.3353=-2.4776$. The Pauli form is a small remainder of large terms. From $\Omega=4$ to 6 it moves by 0.0031 and the direct form by 0.0015. This favours the direct form in these bases; it is no general law.

The last row shows that agreement is no certificate of accuracy. Its two values differ by only 0.007, yet its $E_2$ lies 0.07 from the $\Omega=6$ value. Equation (3) explains this. Without $r_{12}$, $T\Phi$ depends on $r_1$ and $r_2$ alone, while the Ritz condition makes $R$ orthogonal to every basis function. For the best function of $r_1$ and $r_2$, $R$ is orthogonal to every function of these two variables, so $\langle T\Phi|R\rangle=0$, although all angular correlation is missing. In finite bases of this kind the difference falls from 0.0069 at $\Omega=8$ to 0.0020 at $\Omega=12$ and 0.0005 at $\Omega=28$, while $E_2$ stays near $-2.550$.

With $E_B=-0.1393+0.6707=0.5314$, the $\Omega=6$ total is $-2.4817+0.5314=-1.950$ in the direct form and $-1.946$ in the Pauli form. Multiplication by $\alpha^2=5.325\times10^{-5}$ turns the direct value into about $-103.9$ microhartree, or $-22.8\ \mathrm{cm^{-1}}$. The coefficients are not converged to the digits shown: with $\Omega=14$ (372 functions, same exponent) $E_2=-2.4809$, $P_2=-2.4806$, $E_B=0.5293$, and the totals become $-1.9517$ and $-1.9514$, shifts of 0.0014 and 0.0051. The rounded values in microhartree and $\mathrm{cm^{-1}}$ stay the same. The two forms differ by 0.2 microhartree, so at least one of them has a basis error of 0.1 microhartree or more; as the last row of the table showed, the difference sets no upper limit on that error. Retardation beyond the Breit operator, radiative corrections, nuclear motion and nuclear size are left out. The values for the bases of the table are in the numerical output below.

## Values computed for the example and the checks

```
Nuclear charge Z = 2
Exponent zeta: Omega=0 1.6875, other bases 1.8500 bohr^-1
Matrix model, no b: eigenvalue 1.117291, formula 1.117291 (model units)
Matrix model, with b: eigenvalue 1.251029, formula 1.251029 (model units)
All c^-2 coefficients below are in alpha^2 hartree
Independent electrons: singly small part -8.000000
Independent electrons: doubly small part 4.000000
Independent electrons: DPT sum -4.000000, exact Dirac -4.000000
Helium, Dirac-Coulomb: basis, size, E (hartree), DPT, Pauli, DPT-Pauli
  Omega=0            1 -2.8476563 -2.02729 -1.12627 -0.90102
  Omega=1            3 -2.8911336 -2.19476 -1.65009 -0.54467
  Omega=2            7 -2.9034109 -2.50642 -2.52233 0.01591
  Omega=4           22 -2.9037056 -2.48318 -2.47453 -0.00865
  Omega=6           50 -2.9037218 -2.48169 -2.47763 -0.00406
  no r12, Omega=8   25 -2.8789095 -2.55219 -2.55909 0.00690
Omega=0 difference by hand, -3 zeta^3/16: -0.90102
Omega=1 balanced matrix eigenvalue coefficient: -2.19476
Largest correlated basis, Omega=6:
  DPT singly small part -4.26391
  DPT doubly small part 1.78222
  mass-velocity term -13.51390
  <delta(r1)> 1.809848 bohr^-3
  <delta(r12)> 0.106742 bohr^-3
  nuclear Darwin term 11.37161
  electron-electron Darwin term -0.33534
  Breit, four-component form 0.531392
  Breit, orbit-orbit term -0.139287
  Breit, spin contact term 0.670678
  spurious second-order Breit term 1.46504
  total with Breit: DPT -1.95030, Pauli -1.94624
alpha^2 = 5.325135e-05
Total, DPT with Breit: -103.856 microhartree
Total, DPT with Breit: -22.794 cm^-1
```
